\section*{Projecting PAW states on atomic orbitals: spilling, Hamiltonian reconstruction and COHP, part 2}

We build a Hamiltonian between local orbitals from PAW bands, and from it crystal orbital Hamilton populations (COHP). Hartree atomic units are used. Inner products of Bloch functions run over one cell of volume $\Omega$; the uniform mesh has $N_k$ points $\mathbf k$, $\mathbf R$ is a lattice vector and $\mathbf q=\mathbf k+\mathbf G$.

The all-electron state $\psi_{n\mathbf k}$, of energy $\varepsilon_{n\mathbf k}$, is the pseudo function $\tilde\psi$ (plane-wave coefficients $c_{\mathbf Gn}$) plus terms $\Delta_{ai}P_{ai,n}$ in spheres of radius $r_c$. Here $\Delta_{ai}=\phi_{ai}-\tilde\phi_{ai}$ is the difference of partial waves, $P_{ai,n}=\langle\tilde p_{ai}|\tilde\psi_n\rangle$ and $Q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$. If $\delta$ is the part of $\tilde\psi$ that the partial waves miss, then, summed over spheres,
\begin{equation}
\langle\psi|\psi\rangle=\langle\tilde\psi|\tilde\psi\rangle+2\,\mathrm{Re}\langle\tilde\psi|\Delta P\rangle+\|\Delta P\|^2=1+2\,\mathrm{Re}\langle\delta|\Delta P\rangle ,
\label{norm}
\end{equation}

The basis has $M$ real orbitals $\chi_\mu=R_\mu Y_{lm}$ centred at $\boldsymbol\tau_\mu$, with Bloch sums $\chi_{\mu\mathbf k}$; $N$ bands are kept. Define $T_{\mu n}=\langle\chi_{\mu\mathbf k}|\psi_{n\mathbf k}\rangle$, $S_{\mu\nu}=\langle\chi_{\mu\mathbf k}|\chi_{\nu\mathbf k}\rangle$, $T'=S^{-1/2}T=U\Sigma V^\dagger$ (singular values $\sigma_i$) and $O=T^\dagger S^{-1}T=T'^\dagger T'$, whose eigenvalues lie in $[0,1]$ for orthonormal bands. $T$ is the sum of $T^{\rm PW}_{\mu n}=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf Gn}e^{i\mathbf q\cdot\boldsymbol\tau_\mu}F_\mu(\mathbf q)$, with $F_\mu(\mathbf q)=\int\chi_\mu e^{i\mathbf q\cdot\mathbf r}d^3r$, and $T^{\rm sph}_{\mu n}=\sum_{ai}[\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}W_{\mu,ai}(\mathbf R)]P_{ai,n}$, where $W$ is the overlap of $\chi_\mu$ with $\Delta_{ai}$ in cell $\mathbf R$, on site or off site.

The spilling is $1-O_{nn}$; $\mathcal S_{\rm charge}$ is its occupation-weighted mean and $\mathcal S_{\rm total}$ its plain mean over bands and $\mathbf k$. The squared distance of $\psi_n$ from the basis span is $(1-O_{nn})+(\langle\psi|\psi\rangle-1)$.

With $C=T'O^{-1/2}$ and $\varepsilon=\mathrm{diag}(\varepsilon_{n\mathbf k})$, $H^{\rm rec}(\mathbf k)=C\varepsilon C^\dagger$. For $N=M$, $C=UV^\dagger$ is unitary and $H^{\rm rec}$ is the matrix of the all-electron $\hat H$ between projected Wannier functions $w$:
\begin{equation}
H_{\mu\nu}(\mathbf R)=\langle w_{\mu0}|\hat H|w_{\nu\mathbf R}\rangle=\frac{1}{N_k}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}H^{\rm rec}_{\mu\nu}(\mathbf k).
\label{HR}
\end{equation}
Hence $H^{\rm rec}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R)$ and $H_{\nu\mu}(-\mathbf R)=H_{\mu\nu}(\mathbf R)^*$. The matrix $H^L$ between the L\"owdin orbitals of the basis also contains the omitted states (“out”: cores and bands above $N$):
\begin{equation}
\mathrm{Tr}(H^L-H^{\rm rec})=-\sum_{n\le N}(1-O_{nn})\varepsilon_n+\sum_{m\in\rm out}\omega_m\varepsilon_m,\qquad\omega_m=\sum_\mu|T'_{\mu m}|^2 .
\label{trace}
\end{equation}

\section{COHP and its rules}

Since $C^\dagger H^{\rm rec}C=\varepsilon$, each band energy is $\varepsilon_{n\mathbf k}=\sum_{\mu\nu\mathbf R}C^*_{\mu n}C_{\nu n}e^{i\mathbf k\cdot\mathbf R}H_{\mu\nu}(\mathbf R)$. The term $(\nu,\mu,-\mathbf R)$ is the complex conjugate of the term $(\mu,\nu,\mathbf R)$, so each may be replaced by its real part. With the spin factor $f=2$,
\begin{equation}
\mathrm{COHP}_{\mu\nu\mathbf R}(E)=\frac{f}{N_k}\sum_{\mathbf kn}\mathrm{Re}\big[C^*_{\mu n}C_{\nu n}e^{i\mathbf k\cdot\mathbf R}H_{\mu\nu}(\mathbf R)\big]\delta(E-\varepsilon_{n\mathbf k}).
\label{cohp}
\end{equation}
A bond from atom $A$ in cell $0$ to atom $B$ in cell $\mathbf R$ collects $\mu\in A$, $\nu\in B$ and a factor 2 for the two orders. Negative values lower the energy and mark bonding. Integration over the filled states gives
\begin{equation}
\mathrm{ICOHP}_{AB\mathbf R}=2f\sum_{\mu\in A,\nu\in B}\mathrm{Re}\big[\rho_{\mu\nu}(\mathbf R)^*H_{\mu\nu}(\mathbf R)\big],\quad\rho(\mathbf R)=\frac1{N_k}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\,C_{\rm occ}C^\dagger_{\rm occ}.
\end{equation}

Four rules follow. (i) The sum over all $\mu,\nu,\mathbf R$ of the integrated terms is the band energy $fN_k^{-1}\sum_{\mathbf k,\rm occ}\varepsilon_{n\mathbf k}$; the division of this total depends on the basis. (ii) With all $M$ bands filled, $CC^\dagger=1$ and $\rho(\mathbf R)=\delta_{\mathbf R0}1$, so every bond sum vanishes. (iii) If the elements of one bond are scaled by $1+\eta$, then $\partial_\eta H^{\rm rec}(\mathbf k)$ is the block $e^{i\mathbf k\cdot\mathbf R}H_{AB}(\mathbf R)$ plus its adjoint. For filled bands separated by a gap from the empty ones, the Hellmann--Feynman theorem gives $\partial_\eta\sum_{\rm occ}\varepsilon_n=\sum_{\rm occ}(C^\dagger\partial_\eta H^{\rm rec}C)_{nn}$, hence $\mathrm{ICOHP}=dE_{\rm band}/d\eta$ at $\eta=0$. It is a response of the one-particle band energy, not a dissociation energy. (iv) A shift $\varepsilon\to\varepsilon+s$ leaves $C$ alone and adds $sCC^\dagger$ to $H^{\rm rec}$. For $N=M$ this is $s\cdot1$, which by (\ref{HR}) changes the diagonal of $H(0)$ and nothing else.

For $N<M$, $C^\dagger C=1$ still holds but $CC^\dagger$ is a projector of rank $N$. If the kept bands are the filled ones, $H(\mathbf R)$ gains $s\rho(\mathbf R)$ and
\begin{equation}
\frac{d\,\mathrm{ICOHP}_{AB\mathbf R}}{ds}=2f\sum_{\mu\in A,\nu\in B}|\rho_{\mu\nu}(\mathbf R)|^2 ,
\label{slope}
\end{equation}
which is positive whenever the bond has a nonzero density matrix. The raw form, with $T\varepsilon T^\dagger$ and coefficients $S^{-1}T$, gains $sTT^\dagger$, whose off-site elements are in general nonzero. For $N>M$ the rank of $O=T'^\dagger T'$ is at most $M$, so $O^{-1/2}$ does not exist.

\section{Procedure, cost and stability}

\begin{verbatim}
once:  tabulate radial integrals of F_mu on a q grid
       W(R) for all spheres within the range of chi_mu
       s(R) = <chi_mu,0|chi_nu,R>
each k, bands n = 1..M:
       S  = sum_R exp(ikR) s(R);  P = projector overlaps
       T  = T_PW(c) + [sum_R exp(ikR) W(R)] P
       T' = S^(-1/2) T;  O = T'^+ T';  store 1 - O_nn
       stop if an eigenvalue of O is near 0, or above 1 by more
       than the orthonormality defect of the PAW states
       SVD T' = U Sigma V^+;  C = U V^+;  H = C eps C^+
after: H(R) = mean_k exp(-ikR) H(k)
       bond weights per (k,n); broaden or sum over filled n
\end{verbatim}

With $N_G$ plane waves and $N_p$ projectors per cell, each $\mathbf k$ costs of order $MNN_G$ for $T^{\rm PW}$, $N_pNN_G$ for $P$, $MN_pN$ for $T^{\rm sph}$ and $M^3$ for the matrix functions. The table $W$ is independent of $\mathbf k$ and costs $M$ times the number of spheres in range times the partial waves and quadrature points per sphere.

The sensitivity of $C$ follows from $T'=CK$ with $K=O^{1/2}$. To first order $C^\dagger\delta T'=AK+\delta K$, where $A=C^\dagger\delta C$ is anti-Hermitian because $C$ stays unitary, and $\delta K$ is Hermitian. Subtracting the adjoint removes $\delta K$. In the eigenbasis $V$ of $K$, with $\mathcal E=V^\dagger C^\dagger\delta T'V$,
\begin{equation}
(V^\dagger AV)_{ij}=\frac{\mathcal E_{ij}-\mathcal E^*_{ji}}{\sigma_i+\sigma_j}.
\end{equation}
Elements of $\delta C$ are thus bounded by $\max|\mathcal E_{ij}|/\sigma_{\min}$ in this basis, and $\delta T'=S^{-1/2}\delta T$ is amplified by at most $\lambda_{\min}(S)^{-1/2}$ in norm. The quantities to monitor are the smallest eigenvalues of $O$ and $S$ at each $\mathbf k$; a small charge spilling says nothing about the empty bands, which enter $H^{\rm rec}$ fully. In real systems the lowest empty states need not be the antibonding partners of the basis orbitals; $\sigma_{\min}$ is then much smaller than in the example below, and $H^{\rm rec}$ depends strongly on which empty states are kept. If band $M$ crosses band $M+1$, the kept space jumps with $\mathbf k$. $H^{\rm rec}(\mathbf k)$ then has a kink (as for $M=1$, where it is the band energy itself) or a jump, and its Fourier coefficients $H(\mathbf R)$ decay as a power and not exponentially.

\section{Worked example}

\subsection{Model}

A one-dimensional chain allows an all-electron (AE) solution; parity replaces $Y_{lm}$ and $F_\mu(q)=\int\chi_\mu e^{iqx}dx$. The cell is $a=7$ bohr, with $A$ at $0$ and $B$ at $3$ bohr, giving bonds of 3 and 4 bohr. The wells are $v=-\tfrac12\lambda(\lambda+1)\alpha^2\,\mathrm{sech}^2\alpha x$ with $\alpha=1.5$ bohr$^{-1}$, $\lambda_A=2.7$ and $\lambda_B=2.5$. With $t=\tanh\alpha x$, $\chi=(1-t^2)^{\kappa/2}g(t)$ and $E=-\alpha^2\kappa^2/2$, the Schr\"odinger equation becomes $(1-t^2)g''-2(\kappa+1)tg'+[\lambda(\lambda+1)-\kappa(\kappa+1)]g=0$. Substitution shows the solutions $g=1$, $t$ and $(2\lambda-1)t^2-1$ for $\kappa=\lambda$, $\lambda-1$, $\lambda-2$. The first is the core ($-8.2013$ and $-7.0312$ Ha). The other two, called $p$ and $s$, form the basis $s_A,p_A,s_B,p_B$ at $-0.5513$, $-3.2513$, $-0.2812$ and $-2.5312$ Ha. Thus $M=N=4$, and three bands are filled.

The dataset has $r_c=1.2$ bohr. The $\phi_i$ come from Runge--Kutta integration, even ones at $\epsilon_s$ and $0.5$ Ha, odd ones at $\epsilon_p$ and $0$. Each $\tilde\phi_i$ is a four-term polynomial of the same parity matching value and three derivatives at $r_c$, and $\tilde v$ is an even quartic matching $v,v',v''$. With $\xi_i=(\epsilon_i+\tfrac12\partial_x^2-\tilde v)\tilde\phi_i$ and $B_{ij}=\langle\xi_i|\tilde\phi_j\rangle$, the projectors $\tilde p_i=\sum_j(B^{-1})_{ij}\xi_j$ obey $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The matrix $D_{ij}=\langle\phi_i|\hat H|\phi_j\rangle-\langle\tilde\phi_i|{-\tfrac12\partial_x^2}+\tilde v_{\rm cr}|\tilde\phi_j\rangle$ includes the tails of the neighbouring wells, $\tilde v_{\rm cr}$ being the lattice sum of pseudised wells. The generalised problem with $-\tfrac12\partial_x^2+\tilde v_{\rm cr}+\tilde pD\tilde p^\dagger$ and overlap $1+\tilde pQ\tilde p^\dagger$ is diagonalised at 50 Ha (23 plane waves at $k=0$) on 12 $k$-points. The AE reference diagonalises $\hat H$ in 69 plane waves. Sphere integrals use Gauss--Legendre quadrature and line integrals the trapezoid rule. The PAW bands at $k=0$ lie at $-3.2823$, $-2.5580$, $-0.7595$ and $0.2425$ Ha, with the fifth AE valence band at $0.5477$ Ha. Over the mesh they differ from AE by at most $3.6\times10^{-5}$ Ha, and the norm defect (\ref{norm}) reaches $3.1\times10^{-4}$.

\subsection{Projection and spilling}

For band 3 at $k=0$, in the gauge $T_{s_A}>0$, the plane-wave, on-site and off-site parts add as
\begin{align}
T_{s_A}&=0.9117+0.0961-0.0588=0.9490\quad(\text{AE }0.9485),\nonumber\\
T_{s_B}&=1.0339+0.0509-0.1850=0.8998\quad(\text{AE }0.8994).\nonumber
\end{align}
For $s_B$ the off-site part is more than three times the on-site part. The $s$ block of $S$ has diagonal $1.0448$, $1.1690$, off-diagonal $0.7432$ and determinant $1.0448\times1.1690-0.7432^2=0.6690$. Projection on this block alone gives
\begin{equation}
\frac{1.1690(0.9490)^2-2(0.7432)(0.9490)(0.8998)+1.0448(0.8998)^2}{0.6690}=0.941,\nonumber
\end{equation}
and the full basis, a larger span, gives $O_{33}=0.954$. Without the off-site parts the entries become $1.0078$ and $1.0848$ and the same expression gives $1.18$, which violates the bound $O\le1$.

The mesh-averaged spillings of the four bands are $0.0002$, $0.0004$, $0.0286$ and $0.1556$. Hence $\mathcal S_{\rm charge}=0.0292/3=0.0097$ and $\mathcal S_{\rm total}=0.1848/4=0.0462$, against $0.0100$ and $0.0465$ from AE states. Before rounding, the two charge spillings differ by $0.00024$, or 2.4\% of the AE value. Most of it comes from band 3 ($0.0286$ against AE $0.0292$), a gap that the norm defect does not explain: the mesh-averaged defect of band 3 is $-1.8\times10^{-4}$, and normalising the state moves the value away from AE, to $0.0284$. The cause is a small admixture of the core bands in the PAW states (overlaps up to $0.004$), which the basis picks up because it overlaps the cores; projecting the admixture out and normalising restores $0.0292$. Bands 1 and 2 differ from their AE values by about $0.0001$ or less. Plane waves alone give a nominal charge spilling of $0.26$, and plane waves plus on-site terms give $-0.05$; neither is a distance. The smallest eigenvalue of $O$ at $k=0$ is $0.7531$, so $1/\sigma_{\min}=1.15$ there.

\subsection{Hamiltonian elements}

The on-site diagonal of $H(0)$ is $-0.5068$, $-3.2350$, $-0.2870$, $-2.5294$ Ha. The short-bond elements $s_As_B$, $s_Ap_B$, $p_As_B$, $p_Ap_B$ are $-0.2976$, $0.2648$, $-0.3122$, $0.0697$ Ha, within $0.0003$ Ha of the same construction on AE states. The L\"owdin matrix $H^L$, from real-space quadrature of $\langle\chi|\hat H|\chi\rangle$, has diagonal $-0.8773$, $-3.2426$, $-1.0950$, $-2.5361$ Ha and an $s_As_B$ element of $+0.0347$ Ha, opposite in sign. The traces differ by $-7.751+6.558=-1.193$ Ha. The omitted weight is $0.1861$, of which $0.1569$ falls on the two core bands because the basis is not orthogonal to the neighbours' cores. With the core bands at their $k=0$ energies, $-8.21$ and $-7.04$ Ha, the core term of (\ref{trace}) lies between $-1.29$ and $-1.10$ Ha, which at this energy zero accounts for the size of the trace difference: with AE states the core, higher-band and kept-band terms are $-1.234$, $+0.028$ and $+0.013$ Ha, and only their sum is independent of the zero. A charge spilling of 1\% therefore does not by itself make $H^{\rm rec}$ a L\"owdin matrix. The large gap here is due to the core overlap of this basis: if the basis is first orthogonalised to the core bands, the $s_As_B$ elements become $-0.308$ Ha for $H^L$ and $-0.298$ Ha for $H^{\rm rec}$, the sign difference disappears, and the AE charge spilling falls to about $0.0006$.

\subsection{Populations}

The short-bond ICOHP by pair is $-0.5087-0.0373-0.0936-0.0011=-0.6407$ Ha, or $-17.43$ eV (AE $-0.6405$ Ha). The long bond (cell $R=-a$, $s_As_B$ element $-0.1422$ Ha) gives $-0.0953$ Ha, or $-2.59$ eV (AE $-0.0954$ Ha). Central differences of $E_{\rm band}(\eta)$ give $-0.6407$ and $-0.0953$ Ha, as in rule (iii). With the on-site and farther-pair terms, $-12.3328-0.6407-0.0953-0.0030=-13.072$ Ha is the band energy per cell. By band, the short bond reads $-0.1571$, $-0.1076$, $-0.3760$, $+0.6407$ Ha; the empty band cancels the filled ones, as in rule (ii).

The two deep, flat bands carry $0.2647/0.6407=41\%$ of this ICOHP. First-order perturbation theory explains their size. For a band dominated by orbital $\mu$, $C_\mu\approx1$ and $C_\nu\approx H^{\rm rec}_{\nu\mu}(k)/(h_\mu-h_\nu)$, with $h$ the on-site diagonal. The mesh average of $e^{ikR}H^{\rm rec}_{\nu\mu}(k)$ is $H_{\nu\mu}(-R)=H_{\mu\nu}(R)^*$, so the bond weight is $2f|H_{\mu\nu}(R)|^2/(h_\mu-h_\nu)$. Then
\begin{align}
\text{band 1 }(p_A):&\quad \frac{4(0.3122)^2}{-2.948}+\frac{4(0.0697)^2}{-0.7056}=-0.132-0.028=-0.160\ \text{Ha},\nonumber\\
\text{band 2 }(p_B):&\quad \frac{4(0.2648)^2}{-2.023}+\frac{4(0.0697)^2}{+0.7056}=-0.139+0.028=-0.111\ \text{Ha},\nonumber
\end{align}
within $0.004$ Ha of the computed weights. The $pp$ terms cancel at this order between the two filled bands, which matches the small $pp$ pair value of $-0.0011$ Ha.

Raising all band energies by $s=1$ Ha, which lowers the energy zero by that amount, leaves the $N=4$ short-bond value at $-0.6407$ Ha. With $N=3$ it moves from $-0.6408$ to $+0.1069$ Ha, a slope of $0.748$ that corresponds to $\sum|\rho|^2=0.187$ in (\ref{slope}). The near equality of $N=3$ and $N=4$ before the shift is tied to the chosen zero, since one value moves linearly with $s$ and the other does not move. The raw form goes from $-0.2051$ to $+0.2056$ Ha. In both cases the bond changes from bonding to antibonding under a shift that has no physical effect.
